\section*{Fluctuations and the ordering transition of a symmetric diblock melt, part 2}

An incompressible melt of identical, symmetric AB diblock chains has $N$ segments per chain, of length $b$ and volume $v$, and Flory parameter $\chi$. We ask at which $\chi N$ it orders into lamellae, and whether continuously. The energy $h$ of a configuration and the free energy $f$ are per chain, in units of $k_BT$; $\langle\cdots\rangle_V$ is a volume average. The order parameter $\psi$ is the local volume fraction of A minus $\tfrac12$. Also $R_g^2=Nb^2/6$, $x=q^2R_g^2$ and $\bar N=Nb^6/v^2$.

The quadratic energy is $\frac12\sum_{\mathbf q}[F(x)-2\chi N]|\psi_{\mathbf q}|^2$, with $F=4/G$, $G(x)=4g(\tfrac12,x)-g(1,x)$ and, for a chain piece of length $f$, $g(f,x)=2(fx+e^{-fx}-1)/x^2$. The minimum of $F$ is at $x_*=q_*^2R_g^2=3.785$, so mean-field instability is at $(\chi N)_s=10.495$; $t=2[(\chi N)_s-\chi N]$.

The quartic energy is $\frac1{24}\sum\Gamma\,\psi\psi\psi\psi$. For $|\mathbf q|=|\mathbf k|=q_*$,
\begin{equation}
\Gamma=\frac{16}{G^4}\left[G^2+\frac{T(\mathbf q,\mathbf k)^2}{G_X(|\mathbf q+\mathbf k|)}+\frac{T(\mathbf q,-\mathbf k)^2}{G_X(|\mathbf q-\mathbf k|)}-g_4\right].
\label{eq:vertex}
\end{equation}
Here $G_X(p)=g(1,p^2R_g^2)$, and $T$ and $g_4$ are the three- and four-point moments of a free Gaussian chain, with sign $+1$ on A and $-1$ on B for each point that carries $\mu$, the field acting oppositely on A and B. For parallel waves $\Gamma=\Lambda=156.6$, the value used for every angle through part (h). A lamella $\psi=2a\cos(q_*z)$ has mean-field energy $ta^2+\Lambda a^4/4$.

Soft modes fill a thin shell around $|\mathbf q|=q_*$, with quadratic coefficient $r+\kappa^2R_g^2(q-q_*)^2$, $\kappa=2.699$. Their variance is $S(r)=C/\sqrt{\bar Nr}$, $C=3.280$. The Hartree approximation replaces two of the four quartic factors by their average, in six ways, which adds $\Lambda S/2$ to the quadratic coefficient. In the disordered melt that coefficient is $r_0$:
\begin{equation}
r_0=t+\frac{B}{\sqrt{r_0}},\qquad B=\frac{\Lambda C}{2\sqrt{\bar N}} .
\label{eq:dis}
\end{equation}
Every $t$ has one positive $r_0$, so within this theory the disordered melt stays locally stable and can order only by a jump.

\subsection*{(f) What is the free energy of a lamella among fluctuations?}

\emph{Find the free energy difference $\Delta f$ between a lamella in equilibrium and the disordered melt.}

\medskip
\textbf{Solution.} Write $\psi=\bar\psi+\delta\psi$ with $\bar\psi=2a\cos(q_*z)$, so that $\langle\bar\psi^2\rangle_V=2a^2$. The fluctuations $\delta\psi$ feel the mean square of the wave as well as their own:
\begin{equation}
r=t+\frac{\Lambda}{2}(S+2a^2)=t+\frac{B}{\sqrt r}+\Lambda a^2 .
\label{eq:gap}
\end{equation}
This omits terms in which the wave couples $\delta\psi_{\mathbf k}$ to $\delta\psi_{\mathbf k'}$ with $\mathbf k+\mathbf k'=\pm2\mathbf q_*$. Both modes can be soft only near $\pm\mathbf q_*$. This is a small part of the shell when $\bar N$ is very large and the shell is thin, but not for the short chains of part (j), where the omission is a further source of error.

The force on the amplitude is the average of $\partial h/\partial a$. The coupling of the wave to the fluctuations is $\frac{6}{24}\Lambda(2a^2)S=\frac12\Lambda a^2S$, and the average $\langle\delta\psi^3\rangle$ is zero in the Hartree approximation. Thus
\begin{equation}
\frac{df}{da}=2ta+\Lambda a^3+\Lambda aS=2a\left[t+\frac{\Lambda S}{2}+\frac{\Lambda a^2}{2}\right]=2a\left[r-\frac{\Lambda a^2}{2}\right],
\end{equation}
where \eqref{eq:gap} was used in the last step. A lamella in equilibrium has
\begin{equation}
a^2=\frac{2r}{\Lambda},\qquad -r=t+\frac{B}{\sqrt r}.
\label{eq:ord}
\end{equation}
The second relation follows on setting $\Lambda a^2=2r$ in \eqref{eq:gap}.

Now let the amplitude grow from zero at fixed $t$. With $y=a^2$ we have $2a\,da=dy$, and
\begin{equation}
\Delta f=\int_0^{a^2}r\,dy-\frac{\Lambda a^4}{4}.
\end{equation}
Along this path \eqref{eq:gap} gives $\Lambda y=r-t-Br^{-1/2}$, hence $\Lambda\,dy=(1+\tfrac12Br^{-3/2})dr$. The coefficient starts at $r_0$, so
\begin{equation}
\Lambda\int r\,dy=\int_{r_0}^{r}\left(r'+\frac{B}{2\sqrt{r'}}\right)dr'=\frac{r^2-r_0^2}{2}+B(\sqrt r-\sqrt{r_0}).
\end{equation}
At the end point $\Lambda^2a^4/4=r^2$. Therefore
\begin{equation}
\Lambda\,\Delta f=-\frac{r^2+r_0^2}{2}+B(\sqrt r-\sqrt{r_0}).
\label{eq:df}
\end{equation}

\subsection*{(g) Where does the melt order?}

\emph{Solve for coexistence, $\Delta f=0$, and give the critical $\chi N$.}

\medskip
\textbf{Solution.} Set $r_0=B^{2/3}u^2$, $r=B^{2/3}w^2$ and $t=B^{2/3}\tau$. The conditions \eqref{eq:dis}, \eqref{eq:ord} and \eqref{eq:df} lose all parameters:
\begin{equation}
u^2-\frac1u=\tau,\qquad -w^2-\frac1w=\tau,\qquad u^4+w^4=2(w-u).
\end{equation}
Subtracting the second from the first gives
\begin{equation}
u^2+w^2=\frac1u-\frac1w=\frac{w-u}{uw}\quad\Rightarrow\quad w-u=uw(u^2+w^2).
\end{equation}
Insert this into the third relation, divide by $u^4$, and write $k=w/u$:
\begin{equation}
1+k^4=2k(1+k^2)\quad\Rightarrow\quad k^4-2k^3-2k+1=0 .
\end{equation}
Dividing by $k^2$ and using $\zeta=k+1/k$, so that $k^2+k^{-2}=\zeta^2-2$, turns this into $\zeta^2-2\zeta-2=0$. Since $k>0$, the root is $\zeta=1+\sqrt3$. A nonzero amplitude requires $r>r_0$, hence $k>1$:
\begin{equation}
k=\tfrac12\left(\zeta+\sqrt{\zeta^2-4}\right)=2.297 .
\end{equation}
The third relation, now $u^4(1+k^4)=2u(k-1)$, gives $u^3=2(k-1)/(1+k^4)=0.0900$ and $u=0.448$. Thus
\begin{equation}
\frac{r_0}{B^{2/3}}=0.201,\qquad \frac{r}{B^{2/3}}=1.059,\qquad \frac{t}{B^{2/3}}=0.201-\frac{1}{0.448}=-2.031 .
\end{equation}

Finally $\chi N=(\chi N)_s-t/2$, and $B^{2/3}=(256.8)^{2/3}\bar N^{-1/3}=40.40\,\bar N^{-1/3}$. The transition is at
\begin{equation}
(\chi N)_t=10.495+K\bar N^{-1/3},\qquad K=\frac{2.031}{2}\left(\frac{\Lambda C}{2}\right)^{2/3}=41.0 .
\label{eq:main}
\end{equation}

The lamella must be the stable phase beyond this point. Differentiate \eqref{eq:df} with respect to $t$. From \eqref{eq:ord}, $r'(1-\tfrac12Br^{-3/2})=-1$, and from \eqref{eq:dis}, $r_0'(1+\tfrac12Br_0^{-3/2})=1$. Hence
\begin{equation}
\Lambda\frac{d\Delta f}{dt}=-rr'\left(1-\frac{B}{2r^{3/2}}\right)-r_0r_0'\left(1+\frac{B}{2r_0^{3/2}}\right)=r-r_0>0 .
\end{equation}
Raising $\chi N$ lowers $t$ and makes $\Delta f$ negative. The slopes of the two free energies differ at the crossing, which is the mark of a first-order transition. The amplitude jumps from zero to $2a=2\sqrt{2r/\Lambda}\propto\bar N^{-1/6}$. As $\bar N\to\infty$ both the jump and the shift vanish, and mean-field theory returns.

A test of the integration in (f) used another route. The functional
\begin{equation}
f=ta^2+\frac{\Lambda a^4}{4}+\frac{C\sqrt r}{\sqrt{\bar N}}-\frac{S}{2}(r-t-\Lambda a^2)+\frac{\Lambda S^2}{8}
\end{equation}
is stationary in $r$ and $a$ at \eqref{eq:gap} and \eqref{eq:ord}. Equating its values in the two phases numerically also gave $t/B^{2/3}=-2.0308$.

\subsection*{(h) Could another pattern appear first?}

\emph{Find the smallest $-t$ at which a superposition of $\nu$ waves of equal amplitude $a$ can exist.}

\medskip
\textbf{Solution.} Assume that four wavevectors of the pattern add to zero only when they form two opposite pairs. This holds for the hexagonal pattern, $\nu=3$, but not for the body-centred cubic one, which is left aside. Each wave contributes 6 closed quartets and each pair of different waves $4!=24$, so the quartic energy is
\begin{equation}
\frac{\Lambda a^4}{24}[6\nu+12\nu(\nu-1)]=\frac{\Lambda a^4}{4}\nu(2\nu-1).
\end{equation}
The mean square of the pattern is $2\nu a^2$, hence $r=t+B/\sqrt r+\nu\Lambda a^2$. The force is
\begin{equation}
\frac{df}{da}=2\nu a\left[t+\frac{\Lambda S}{2}+\left(\nu-\tfrac12\right)\Lambda a^2\right]=2\nu a\left[r-\frac{\Lambda a^2}{2}\right].
\end{equation}
Again $\Lambda a^2=2r$, which now gives $-t=(2\nu-1)r+B/\sqrt r$. The right side is smallest at $r^{3/2}=B/[2(2\nu-1)]$, so a pattern requires
\begin{equation}
-t\ge3\left(\frac{2\nu-1}{4}\right)^{1/3}B^{2/3}=(1.890,\;2.726,\;3.232)\,B^{2/3}\quad\text{for }\nu=1,2,3 .
\end{equation}
The lamella exists as a metastable state from $1.890$ and becomes stable at $2.031$. At that point patterns of the assumed kind with $\nu\ge2$ do not yet exist.

\subsection*{(i) When can the result be trusted?}

\emph{Estimate what the constant vertex, the thin shell and the Hartree approximation leave out.}

\medskip
\textbf{Solution.} \emph{Vertex.} From \eqref{eq:vertex}, $\Gamma$ is $173.1$ at $60^\circ$ and $175.7$ at $90^\circ$; its average over directions, $170.8$, exceeds $\Lambda$ by 9\,\%. Solving the Hartree equations with the angular vertex, and with $r$ depending on direction in the lamella, changes $K$ only to $41.2$.

\emph{Shell.} With the full $F(x)$, the integrand for $S$ tends to a constant at large $q$. That part is independent of $r$ and is set by the short-distance cutoff, where a vertex derived for waves at $q_*$ does not apply. It is subtracted here, so its effect on the transition is not included. The shift computed with the remainder falls as $\bar N^{-0.333}$ between $\bar N=10^{10}$ and $10^{13}$, and at $10^{13}$ it is $0.9995$ of the shift in \eqref{eq:main}.

\emph{Hartree approximation.} The first omitted term in the disordered melt joins two vertices by three correlation lines. Its weight is $\frac{1}{2!}\left(\frac1{4!}\right)^2\times2\cdot4\cdot4\cdot3!=\frac16$: two choices of vertex, four legs at each, and $3!$ ways to join the rest. It increases the correlation, so it enters the right side of \eqref{eq:dis} with a minus sign. With $1/(Nv)$ chains per volume, its size is
\begin{equation}
\Delta r=\frac{\Lambda^2}{6Nv}\int d^3R\,e^{i\mathbf q\cdot\mathbf R}c(R)^3,\qquad c(R)=S\,\frac{\sin q_*R}{q_*R}\,e^{-R\sqrt{r_0}/(\kappa R_g)} .
\end{equation}
The factor $\sin(q_*R)/(q_*R)$ is the average of $e^{i\mathbf q\cdot\mathbf R}$ over the shell, and the exponential is the transform of its Lorentzian profile. For slow decay the integral is $4\pi S^3/q_*^3$ times
\begin{equation}
\int_0^\infty\frac{\sin^4y}{y^2}dy=\int_0^\infty\frac{\sin2y-\frac12\sin4y}{y}dy=\frac\pi2-\frac\pi4=\frac\pi4 ,
\end{equation}
by one integration by parts. With $1/(Nvq_*^3)=\bar N^{1/2}/(6x_*)^{3/2}$,
\begin{equation}
\frac{\Delta r}{r_0}=\frac{\pi^2\Lambda^2C^3}{6(6x_*)^{3/2}}\,\frac{1}{\bar N r_0^{5/2}}=70\,\bar N^{-1/6},
\end{equation}
since $r_0\propto\bar N^{-1/3}$ at the transition. The ratio does vanish for long chains, but it falls to one only at $\bar N\approx10^{11}$. This is the strictest yardstick, because $\Delta r$ is not the drop of $r_0$ itself. At fixed $t$ the Hartree term in \eqref{eq:dis} pushes back, and to first order $r_0$ falls by $\Delta r/(1+\tfrac12Br_0^{-3/2})=\Delta r/6.6$. The relative drop is then $10.7\,\bar N^{-1/6}$, which equals one near $\bar N\approx10^6$. Measured against the Hartree term $B/\sqrt{r_0}$, the omitted term is $6.3\,\bar N^{-1/6}$, which equals one near $6\times10^4$. All three ratios use the slow-decay form of the integral and fall only as $\bar N^{-1/6}$. The power law in \eqref{eq:main} is thus a statement about very large $\bar N$; for shorter chains the formula is an estimate without a controlled error.

\subsection*{(j) What does this mean for the smallest lithographic pitch?}

\emph{Take $b=0.65$ nm, $v=0.15$ nm$^3$ and $\chi=0.03+(4.73\ \mathrm K)/T$, annealed at $T=473$ K. Find the shortest chain that orders, and its lamellar pitch.}

\medskip
\textbf{Solution.} Here $\chi=0.040$. Mean-field theory gives $N=10.495/0.040=262$. With fluctuations, $\bar N=(0.65^6/0.15^2)N=3.352N$, and \eqref{eq:main} reads
\begin{equation}
0.040\,N=10.495+41.02\,(3.352N)^{-1/3}.
\end{equation}
The solution is $N=359$, with $\bar N=1.20\times10^3$ and $\chi N=10.495+3.857=14.35$. At $q_*$ the pitch is
\begin{equation}
L=\frac{2\pi R_g}{\sqrt{x_*}}=\frac{2\pi}{1.946}\times0.65\ \mathrm{nm}\times\sqrt{\frac{359}{6}}=16.2\ \mathrm{nm},
\end{equation}
against $13.9$ nm in mean-field theory. At this fixed $q_*$ the estimated smallest pitch rises by 17\,\%. A lamella of finite amplitude prefers a longer period than $2\pi/q_*$: in mean-field theory it is about 13\,\% longer at $\chi N=14.35$. This stretching is not included in the pitches given here. With $b$ and $v$ held fixed, annealing at 423 K or 523 K gives $16.0$ or $16.4$ nm.

These chains lie far from the asymptotic regime. The omitted term of part (i), with its decay included, is $10$ times $r_0$ and $0.9$ of the Hartree term $B/\sqrt{r_0}$. The predicted amplitude $2a=0.45$ is close to the largest possible value of $\psi$, $0.5$, so an expansion in small $\psi$ is strained. Replacing the thin shell by the full propagator at the same $\bar N$ lowers the shift from $3.9$ to $3.1$.

The parameters are illustrative and describe no particular polymer. Chains of this size break the assumption of large $\bar N$. Of that error, the shell part can be sized: holding the shift at $3.07$, the unrounded value, gives $N\approx339$ and a pitch near $15.8$ nm, about 3\,\% smaller. That figure holds for the subtraction of part (i); leaving one more unit of $qR_g$ unsubtracted would add $0.42$ to the shift. The error of the Hartree approximation is not bounded here, and the total correction need not have this sign. A published fit to simulations of symmetric melts, $(\chi N)_t=10.495+41.0\,\bar N^{-1/3}+123\,\bar N^{-0.56}$ with an effective $\chi$, puts the transition higher than \eqref{eq:main}. For these parameters it gives $N\approx409$, $\chi N\approx16.3$ and a pitch at $q_*$ near $17.3$ nm. Films also have surfaces, guiding patterns, a spread of chain lengths and unequal segments, whose effects this bulk model does not give. As a design estimate, \eqref{eq:main} indicates that a chain chosen at $\chi N=10.5$ is too short to order in a bulk melt of this kind; it does not fix the margin, because the error is not bounded. The remaining computed values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
x* = (q* Rg)^2: 3.7852
F(x*): 20.99
mean-field (chi N)_s: 10.495
F''(x*): 0.96238
kappa: 2.6992
collinear vertex Lambda: 156.56
Lambda from self-consistent field theory: 156.58
loop constant C: 3.2802
Lambda C / 2: 256.78
k = sqrt(r/r0) at coexistence: 2.2966
r0 / B^(2/3) at coexistence: 0.2008
r / B^(2/3) at coexistence: 1.0591
t / B^(2/3) at coexistence: -2.0308
same t from two-particle functional: -2.0308
shift coefficient K: 41.022
-t / B^(2/3) where 1-wave pattern appears: 1.8899
-t / B^(2/3) where 2-wave pattern appears: 2.7257
-t / B^(2/3) where 3-wave pattern appears: 3.2317
pole share of loop difference, full/pole: 1.0002
full-loop exponent, Nbar 1e10 to 1e13: -0.3331
full-loop shift / K law at Nbar 1e13: 0.99954
vertex at 60 degrees: 173.09
vertex at 90 degrees: 175.71
vertex averaged over directions: 170.8
K with angular vertex: 41.18
segment length b: 0.65 nm
segment volume v: 0.15 nm^3
anneal temperature: 473 K
chi at anneal: 0.04
shortest ordering N, mean field: 262.4 segments
shortest ordering N, with fluctuations: 358.8 segments
Nbar of that chain: 1203
(chi N)_t of that chain: 14.35
fluctuation shift of chi N: 3.857
smallest pitch, mean field: 13.88 nm
smallest pitch, with fluctuations: 16.23 nm
r0 at transition: 0.7628
r at transition: 4.024
jump of peak psi amplitude 2a: 0.453
chi N where lamella becomes metastable: 14.08
smallest pitch at 423 K: 16.02 nm
smallest pitch at 523 K: 16.41 nm
smallest pitch with angular vertex: 16.24 nm
full-loop shift of chi N, same Nbar: 3.07
relative shell width sqrt(r0)/(kappa sqrt(x*)): 0.166
sunset term / r0, example: 10.4
sunset term / Hartree term, example: 0.935
sunset/r0 times Nbar^(1/6), large Nbar: 70.2
Nbar where sunset equals r0: 1.2e+11
\end{verbatim}
